\section*{Frozen-core errors in titanium: inner screening by 3d and 4s}

\section{A 3d electron matters to the core, a 4s electron hardly does}

Take the argon core of a titanium atom in the configuration $4s^23d^2$ and freeze it. Remove one 4s electron, and the frozen core makes the energy of the ion too high by 0.09 millihartree. Remove one 3d electron instead, and the error is 13.5 millihartree, about 150 times larger. Both ions have the same charge. What differs is where the lost electron was: 4s lies mostly outside the shells 3s and 3p, while 3d overlaps them and screens the nucleus from inside.

The same mechanism acts in the neutral atom when electrons move from 4s to 3d. Below, s2d2, s1d3 and d4 denote $4s^23d^2$, $4s^13d^3$ and $3d^4$. The argon core is $1s^22s^22p^63s^23p^6$; the neon core is $1s^22s^22p^6$ and leaves 3s and 3p free.

All numbers come from nonrelativistic Hartree--Fock calculations in a finite Gaussian basis, in Hartree atomic units unless stated. Each energy is the average over all determinants of a configuration with equal weights, so it is not the energy of one spectroscopic term. Correlation is left out.

\section{What the error measures}

Let shell $i$ have angular momentum $l_i$, $q_i$ electrons and $N_i=4l_i+2$ spin orbitals, and let $P_i=\sum_m|im\rangle\langle im|$ project on its spatial orbitals. Summed over all pairs of spin orbitals from shells $i$ and $j$, the direct interaction has four spin combinations and the exchange interaction two. With $G(P)=4J(P)-2K(P)$, where $J$ and $K$ are the Coulomb and exchange operators, the average energy is
\begin{equation}
E=\sum_i q_i h_i+\frac12\sum_{ij}c_{ij}\,\mathrm{Tr}[P_iG(P_j)] .
\end{equation}
Here $h_i$ is the kinetic plus nuclear energy of one electron, and $c_{ij}$ is the probability that two given spin orbitals are both occupied:
\begin{equation}
c_{ij}=\frac{q_iq_j}{N_iN_j}\quad(i\ne j),\qquad
c_{ii}=\frac{q_i(q_i-1)}{N_i(N_i-1)} .
\end{equation}
The factor $\frac12$ removes double counting, and the interaction of a spin orbital with itself cancels between $J$ and $K$.

For each configuration define
\begin{equation}
D=E_{\rm frozen}-E_{\rm relaxed}.
\end{equation}
In $E_{\rm frozen}$ the core orbitals are those of s2d2 and the valence orbitals are optimized orthogonal to them. In $E_{\rm relaxed}$ all orbitals are optimized. The frozen search covers part of the relaxed one, so $D\ge0$. For s2d2 itself $D=0$. Hence $D$ of another configuration is also the error of its energy relative to s2d2, and with this choice of core that energy comes out too high.

\subsection{Why small changes cost a quadratic error}

Change the d occupation by a small amount $\delta$ and keep 4s full. A fractional occupation has no determinant average; here it is defined by using the formulas for $c_{ij}$ and $c_{ii}$ with non-integer $q_i$. Let the vector $x$ describe mixing of core orbitals with empty orbitals, with $x=0$ for the frozen core, and let $e(x)$ be the energy after the valence orbitals have been optimized at that $x$. At the relaxed minimum $x_*$ the gradient of $e$ vanishes, so with the Hessian $A$ of $e$
\begin{equation}
D=e(0)-e(x_*)\simeq\frac12x_*^{T}Ax_* .
\end{equation}
The gradient at the frozen core is, to the same order,
\begin{equation}
g=\nabla e(0)\simeq A(0-x_*)=-Ax_*,
\qquad x_*\simeq-A^{-1}g .
\end{equation}
Inserting $x_*$ and using the symmetry of $A$ gives
\begin{equation}
D\simeq\frac12g^{T}A^{-1}AA^{-1}g=\frac12g^{T}A^{-1}g .
\end{equation}
The core was optimal for s2d2, so $g=0$ at $\delta=0$ and $g$ starts linearly in $\delta$. Therefore $D$ starts as $\delta^2$. Removing 0.05 and 0.10 of a d electron gives errors of 21.4 and 88.0 microhartree. Their ratio is 4.12, near the leading-order value 4.

This law needs care when 4s opens. Mixing 3s with 4s changes nothing while both are full. If 4s loses a small charge $\delta$, both the gradient and the curvature for this mixing can be of order $\delta$. The energy gain, gradient squared over twice the curvature, is then of order $\delta^2/\delta=\delta$. With the canonical 3s this linear term is small: removing 0.05 and 0.10 of a 4s electron gives 0.30 and 0.83 microhartree, a ratio of 2.75 and a linear part of about 4 microhartree per electron. For s1d3 and d4 the quadratic law is a guide, not a formula, mainly because whole electrons move and the valence shells change shape. For the same reason it matters which 3s orbital is frozen; here it is the canonical one, an eigenfunction of the s2d2 Fock operator.

\section{Why 3d acts on the core and 4s does not}

\subsection{Only the charge inside exerts a field}

Let $P(r)$ now be a radial function with $\int_0^\infty P^2dr=1$, and let $Q(r)=\int_0^rP^2(s)\,ds$ be the charge inside $r$, counted as a positive number of electrons. The repulsive potential energy that this spherically averaged electron gives another electron is
\begin{equation}
V(r)=\frac{Q(r)}r+\int_r^\infty\frac{P^2(s)}s\,ds .
\end{equation}
Since $Q'=P^2$, differentiation gives
\begin{equation}
V'(r)=\frac{P^2(r)}r-\frac{Q(r)}{r^2}-\frac{P^2(r)}r
=-\frac{Q(r)}{r^2}.
\end{equation}
The outward force is $-V'=Q/r^2$. It weakens the inward pull $Z/r^2$ of the nucleus, which is what inner screening means. A charge wholly outside the core gives $Q=0$ there, and $V$ is a constant $c$. It shifts the core energies but not the core orbitals, because $\langle a|c|i\rangle=c\langle a|i\rangle=0$ for an empty orbital $a$ orthogonal to the core orbital $i$.

A single number for the overlap of a valence shell $v$ with a core shell $k$ is
\begin{equation}
S(v,k)=\int_0^\infty P_k^2(r)\,Q_v(r)\,dr .
\end{equation}
It is the probability that an electron drawn from $v$ is nearer to the nucleus than one drawn independently from $k$. In s2d2 the mean radii of 3p, 3d and 4s are 1.09, 1.49 and 3.77 bohr, and
\begin{equation}
S(3d,3p)=0.357,\qquad S(4s,3p)=0.026 .
\end{equation}
One 3d electron thus screens 3p from inside about 14 times as much as one 4s electron. For 3s the values are 0.318 and 0.021. For 2p they are only 0.013 and 0.002: both valence shells are almost wholly outside the neon core.

\subsection{The response of 3p}

To see how this field drives 3p, add a small perturbation $v$ and mix the 3p orbital $i$ with one empty p orbital $a$. For the normalized orbital $(i+xa)/\sqrt{1+x^2}$, the energy of the six electrons to second order is
\begin{align}
6\,\frac{\varepsilon_i+v_{ii}+2xv_{ai}+x^2\varepsilon_a}{1+x^2}
&\simeq 6\left[\varepsilon_i+v_{ii}+2xv_{ai}
+x^2(\varepsilon_a-\varepsilon_i)\right].
\end{align}
Terms such as $x^2v_{ii}$ are of third order, since $x$ will be of order $v$. Setting the derivative to zero gives $x=-v_{ai}/(\varepsilon_a-\varepsilon_i)$. Inserting this and summing over $a$ gives the second-order energy
\begin{equation}
E_2=-6\sum_a\frac{|v_{ai}|^2}{\varepsilon_a-\varepsilon_i}.
\end{equation}
This estimate holds all other orbitals fixed and ignores the reaction of the 3p electrons on each other. It measures the drive and does not predict $D$.

For the field of one added 3d electron $E_2=-26.7$ millihartree; for one added 4s electron it is $-0.33$ millihartree, about 80 times less. With the direct 3d repulsion alone the result is $-26.8$ millihartree, and with 3d exchange alone $-0.005$ millihartree. For 3p in this estimate, the effect of 3d is electrostatic screening.

\section{How large the errors are}

Write the total inner screening of 3p as
\begin{equation}
\sigma=n_{4s}S(4s,3p)+n_{3d}S(3d,3p),
\end{equation}
where $n$ counts electrons and the valence orbitals are those optimized around the frozen argon core. For s2d2, $\sigma=2(0.0256)+2(0.3573)=0.766$. If the orbitals kept their s2d2 shapes, moving one electron from 4s to 3d would add $0.3573-0.0256\simeq0.332$, and moving two would add 0.664. These are the rigid changes in the table; the net changes include the new valence shapes.

\begin{center}
\begin{tabular}{lrrrr}
\hline
 & \multicolumn{2}{c}{change of $\sigma$} & \multicolumn{2}{c}{$D$ (millihartree)}\\
 & rigid & net & Ar core & Ne core\\
\hline
s1d3 & $0.332$ & $0.115$ & 4.55 & 0.006\\
d4 & $0.664$ & $0.138$ & 8.10 & 0.016\\
s1d2 (ion) & $-0.026$ & $0.001$ & 0.09 & 0.0002\\
s2d1 (ion) & $-0.357$ & $-0.244$ & 13.53 & 0.009\\
\hline
\end{tabular}
\end{center}

With the argon core the errors relative to s2d2 are 0.12 eV for s1d3 and 0.22 eV for d4. The relaxed average energies of these configurations lie 58.4 and 193.1 millihartree above s2d2, so the errors are $4.55/58.4=7.8\%$ and $8.10/193.1=4.2\%$ of the energy differences.

\subsection{The 3d shell gives way}

For s1d3 and d4 the net changes are much smaller than the rigid ones because 3d expands as it fills at the expense of 4s. Its mean radius around the frozen core grows from 1.49 bohr in s2d2 to 1.80 in s1d3 and 2.27 in d4, and $S(3d,3p)$ falls from 0.357 to 0.288 and 0.226. In d4 four electrons give $4\times0.226=0.904$, little more than the 0.881 of s1d3.

This is why the error does not grow fourfold from s1d3 to d4, as the quadratic law would suggest for twice the rigid change. With 4s and 3d held at their s2d2 shapes, relaxing the core gains 24.0 and 99.6 millihartree, a ratio of 4.15. With optimized valence orbitals the error grows by only $8.10/4.55=1.8$. In s2d1 the remaining 3d electron contracts, to 1.28 bohr, and again offsets part of the change. The net change there is still the largest of the four, and so is the error. The number of d electrons alone does not fix the error: s2d1 changes it by one and d4 by two, yet s2d1 has the larger $D$.

\subsection{What the single number misses}

The four argon-core errors have the same order as the magnitudes of the net change of $\sigma$, but they are not proportional to its square. From s1d3 to d4 the square grows by $(0.138/0.115)^2\simeq1.4$, while $D$ grows by 1.8. The cause of this gap was not isolated. The number $\sigma$ leaves out 3s, exchange and the opening of 4s, and it is taken from valence orbitals optimized around the frozen core. The response of the core itself is a closer guide here. On full relaxation the mean 3p radius grows by 0.0142 bohr in s1d3 and by 0.0193 bohr in d4, and the square of the ratio is 1.8. In s2d1 it shrinks by 0.0223 bohr, as expected when inner screening is lost. The match is looser there: relative to s1d3 the square of the ratio is $(0.0223/0.0142)^2\simeq2.5$, while $D$ grows by $13.53/4.55\simeq3.0$.

For s1d2 the rigid loss of 4s screening, $-0.026$, is cancelled by the remaining valence electrons moving inward. The two 3d electrons add $2(0.3662-0.3573)=0.0178$. With $\sigma=0.7665$, the remaining 4s electron has $S(4s,3p)=0.7665-2(0.3662)=0.0341$ instead of 0.0256 and adds 0.0085. The net change, 0.001, is too small to predict even a sign: the relaxed 3p radius shrinks by 0.001 bohr. The weak field of 4s inside the core already makes the error of this ion small; with the valence orbitals held at their s2d2 shapes, relaxing the core gains 0.33 millihartree, against 26.8 for s2d1, and valence relaxation lowers this to 0.09.

\subsection{Where in the core the error sits}

Freeing 3p alone removes 81\% of the argon-core error of s1d3. Freeing 3s as well, which leaves the neon core frozen, removes all but $0.006/4.55\simeq0.1\%$. The neon-core errors of s1d3 and d4 are 0.0002 and 0.0004 eV. They should not be read from the screening of 2p by 3d and 4s alone, because with a neon core the 3s and 3p shells also change shape and alter the field on 2p.

\section{What to do about it}

\textbf{Use the neon core when the d occupation changes.} For titanium this means treating 12 electrons instead of 4. In this model it lowers the frozen-core error of s1d3 and d4 by a factor of several hundred. If a single 4s electron is removed and the d occupation stays fixed, the argon core with the canonical 3s costs about 0.1 millihartree; this value belongs to that one case.

\textbf{If the argon core must be kept, compute $D$ first.} It takes two atomic calculations per configuration. The error of an energy difference between configurations $A$ and $B$ is
\begin{equation}
(E_B-E_A)_{\rm frozen}-(E_B-E_A)_{\rm relaxed}=D_B-D_A ,
\end{equation}
which follows by inserting $E_{\rm frozen}=E_{\rm relaxed}+D$ for each. A core taken from $A$ has $D_A=0$, so the whole of $D_B$ appears in the difference.

\textbf{Consider a core from an intermediate occupation.} Suppose that $D=\frac12\kappa(u-u_0)^2$, where $u$ measures the net field on the core, $u_0$ is its value where the core was made and $\kappa$ is constant. With $u_0$ halfway between $A$ and $B$, each error is $\frac12\kappa[(u_B-u_A)/2]^2$, a quarter of the one-sided value, and the two cancel in the difference. This is a leading-order argument. It needs the midpoint of the field, which is not the midpoint of the occupation: s1d3 lies halfway between s2d2 and d4 in electron count, but its net change of $\sigma$, 0.115, is already most of the 0.138 of d4. A core from s1d3 therefore favours d4: it gives $D=4.70$ millihartree for s2d2 and 0.55 for d4. The two errors cancel only slightly, and the energy of d4 relative to s2d2 comes out 4.15 millihartree too low, about half the one-sided error of 8.10 and of opposite sign.

\textbf{Do not take $D$ for the whole error of an effective core potential.} It contains neither the error of representing the core by a potential nor the correlation between core and valence electrons, and in quantum Monte Carlo it says nothing about the treatment of nonlocal potentials. A small $D$ is therefore no guarantee of an accurate potential. The values also belong to one basis. A denser one lowers the total energy by 5 millihartree but moves the argon-core errors by at most 0.01 millihartree (13.53 to 13.54 for s2d1) and leaves the neon-core errors as printed. They also belong to a free atom; in a molecule the field on the core need not be spherical.

The numerical check compares the average energy of s1d3 with an explicit sum over its determinants, and the enclosed charge with the slope of potentials computed from Coulomb integrals. It also tests the quadratic law for small changes of d occupation and the contrast between 3d and 4s.

\section*{Computed values}
\begin{verbatim}
s2d2 average energy: -848.3629 hartree
s2d2 virial ratio -E/T: 1.0000251
s2d2 mean radius 2p: 0.2896 bohr
s2d2 mean radius 3s: 1.0124 bohr
s2d2 mean radius 3p: 1.0928 bohr
s2d2 mean radius 3d: 1.4874 bohr
s2d2 mean radius 4s: 3.7662 bohr
S on 2p: 3d 0.01301, 4s 0.00215 electron
S on 3s: 3d 0.31773, 4s 0.02127 electron
S on 3p: 3d 0.35735, 4s 0.02557 electron
s2d2: E-E(s2d2) -0.00000 hartree
  frozen Ar: <r>3d 1.4874 bohr, S(3d,3p) 0.3573
  sigma: 3p 0.7658, 2p 0.03030 electron
s1d3: E-E(s2d2) 0.05841 hartree
  frozen Ar: <r>3d 1.7985 bohr, S(3d,3p) 0.2876
  sigma: 3p 0.8812, 2p 0.03102 electron
  change of sigma 3p: rigid +0.3318, net +0.1153 electron
  relaxed 3p radius shift: +14.160 millibohr
  D: Ar 4.5517, Ne 0.00606 millihartree
d4: E-E(s2d2) 0.19310 hartree
  frozen Ar: <r>3d 2.2655 bohr, S(3d,3p) 0.2260
  sigma: 3p 0.9041, 2p 0.02977 electron
  change of sigma 3p: rigid +0.6636, net +0.1383 electron
  relaxed 3p radius shift: +19.253 millibohr
  D: Ar 8.0956, Ne 0.01568 millihartree
s1d2 (ion): E-E(s2d2) 0.21295 hartree
  frozen Ar: <r>3d 1.4482 bohr, S(3d,3p) 0.3662
  sigma: 3p 0.7665, 2p 0.02966 electron
  change of sigma 3p: rigid -0.0256, net +0.0007 electron
  relaxed 3p radius shift: -1.160 millibohr
  D: Ar 0.0917, Ne 0.00018 millihartree
s2d1 (ion): E-E(s2d2) 0.31367 hartree
  frozen Ar: <r>3d 1.2761 bohr, S(3d,3p) 0.4288
  sigma: 3p 0.5217, 2p 0.02506 electron
  change of sigma 3p: rigid -0.3573, net -0.2441 electron
  relaxed 3p radius shift: -22.331 millibohr
  D: Ar 13.5337, Ne 0.00872 millihartree
s1d3 D in eV: Ar 0.12386, Ne 0.000165 eV
d4 D in eV: Ar 0.22029, Ne 0.000427 eV
3p response to one 3d direct: -26.7850 millihartree
3p response to one 3d exchange: -0.0047 millihartree
3p response to one 3d total: -26.7004 millihartree
3p response to one 4s total: -0.3268 millihartree
s1d3 Ar error removed by freeing 3p alone: 0.8138
D for s2d(2-0.05): 21.354 microhartree
D for s2d(2-0.10): 87.993 microhartree
ratio of D on doubling the d change: 4.1206
\end{verbatim}
